The Temkin isotherm from independent Langmuir sites with uniformly distributed energies, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE ISOTHERM AND ITS STRAIGHT SECTION

1.1 The decision

A model of a deposition or etching step needs the coverage of an adsorbed reactant at each pressure it visits. On a surface whose sites bind with different strengths, the implementer must decide whether to average over the sites at every pressure or to use a straight line in the logarithm of pressure. The line has two parameters and is easy to fit, but it gives negative coverages at low pressure and coverages above one at high pressure. The decision therefore depends on knowing where the line holds and how large its error is elsewhere.

For a uniform distribution of adsorption energies the average has a closed form, which costs two logarithms. It contains the line, called the Temkin isotherm, as its middle section. A broad distribution does not make the coverage linear in ln p at all pressures. It opens a pressure interval in which the coverage is nearly linear, and the length of that interval is set by the ratio of the energy spread to kT.

1.2 One site

Consider localised adsorption from an ideal gas at pressure p and temperature T. A site holds at most one molecule, the molecule stays whole, and neighbouring molecules do not influence each other. The adsorption energy E is positive for binding.

The arrival rate follows from the Maxwell distribution of the velocity component v towards the surface,

f(v) = √(m/(2πkT)) exp(−mv²/(2kT)),

where m is the molecular mass. The gas holds p/(kT) molecules per volume, and only those with v > 0 approach. Since

∫₀^∞ v exp(−mv²/(2kT)) dv = kT/m,

the flux on unit area is

(p/(kT)) √(m/(2πkT)) (kT/m) = p/√(2πmkT).

With n sites per unit area, each site receives the flux on an area 1/n. If a molecule arriving at an empty site sticks with probability S, the filling rate of an empty site is

r_a = S p/(n √(2πmkT)).

An occupied site empties at the rate

r_d = ν exp(−E/kT),

where ν is the desorption prefactor. The probability θ that the site is occupied obeys

dθ/dt = r_a (1 − θ) − r_d θ.

In the steady state the right side vanishes, so r_a = (r_a + r_d) θ. Dividing by r_d and writing Kp = r_a/r_d gives the Langmuir isotherm,

θ = r_a/(r_a + r_d) = Kp/(1 + Kp).

The Langmuir constant is

K(E) = K_s exp(E/kT),   K_s = S/(n ν √(2πmkT)).

Two assumptions enter here that matter later. The quantities S and ν are the same for all sites, so K varies from site to site through E alone. They are also taken as independent of temperature, so that K_s varies as T^(−1/2).

1.3 The average over the band

Let the energies be spread uniformly between E0 and E1, with E1 > E0. The fraction of sites with energy between E and E + dE is then dE/Δ, and the following abbreviations are used throughout:

Δ = E1 − E0,   w = Δ/kT,   K0 = K(E0),   K1 = K(E1).

From the exponential form of K it follows that K1/K0 = exp(w). In the numerical output K0 and K1 are labelled K_lo and K_hi. The mean coverage is

Θ = (1/Δ) ∫_{E0}^{E1} Kp/(1 + Kp) dE.

The derivative dK/dE = K/kT allows E to be replaced by K as the variable, with dE = kT dK/K. The factor K cancels:

Θ = (kT/Δ) ∫_{K0}^{K1} p/(1 + Kp) dK.

The integrand is the derivative of ln(1 + Kp) with respect to K, so

Θ = (1/w) ln[(1 + K1p)/(1 + K0p)].      (1)

No approximation has been made beyond the model itself. For the worked example below, quadrature of the kinetic site coverage over the band agreed with (1) to within 10⁻¹⁰ in coverage at ten pressures from 10⁻⁷ to 100 Torr.

Equation (1) can be inverted. Exponentiation gives

1 + K1p = exp(wΘ) (1 + K0p),

and collecting the terms in p gives

p = [exp(wΘ) − 1]/[K1 − K0 exp(wΘ)].      (2)

The denominator is positive for Θ < 1, because K1 = K0 exp(w).

In code, (1) can be evaluated for a broad band as the difference of log1p(K1p) and log1p(K0p), divided by w. At low pressure the ratio in (1) is close to one, and forming it first loses digits. If w is small, the two logarithms are nearly equal and their difference loses digits as well. The equivalent form log1p[K0p expm1(w)/(1 + K0p)]/w, where expm1(w) stands for exp(w) − 1, avoids this.

1.4 The line and its error

To isolate the straight part, take K1p out of the first logarithm:

ln(1 + K1p) = ln(K1p) + ln(1 + 1/(K1p)).

With the Temkin line defined as

Θ_T = (1/w) ln(K1p) = (kT/Δ) ln(K1p),      (3)

equation (1) becomes

Θ_T − Θ = (1/w) [ln(1 + K0p) − ln(1 + 1/(K1p))].      (4)

The first term is the excess of the line at high pressure, where even the weakest sites begin to fill. The second is its deficit at low pressure, where even the strongest sites begin to empty. Both are small if

1/K1 ≪ p ≪ 1/K0.

These limits differ by the factor exp(w), so the interval exists when Δ is much larger than kT.

The two terms in (4) have opposite signs, so the magnitude of their difference is at most the larger of the two. The absolute coverage error therefore stays below a chosen δ if each term does, which gives the sufficient condition

1/[K1 (exp(wδ) − 1)] ≤ p ≤ [exp(wδ) − 1]/K0.      (5)

If the left limit exceeds the right one, the condition offers no usable interval.

Outside the middle region the line must be replaced. When K1p ≪ 1, both logarithms in (1) reduce to their arguments:

Θ ≈ (K1 − K0) p/w.

This is Henry's law. Its coefficient is the mean of K over the band, and for large w it is dominated by the strongest sites. When K0p ≫ 1, taking K1p and K0p out of the two logarithms gives

wΘ = ln(K1/K0) + ln(1 + 1/(K1p)) − ln(1 + 1/(K0p)).

The first term equals w, and the other two reduce to 1/(K1p) and −1/(K0p), so that

1 − Θ ≈ (1/K0 − 1/K1)/(wp).

The last vacancies are mainly on the weakest sites.

1.5 Numbers for a heterogeneous film

The example is ammonia adsorbing reversibly and without dissociation on a titanium nitride film at 450 K. The parameters are rough assumed values, not a fit to a measured film: energies from 0.6 to 1.1 eV, ν = 10¹³ s⁻¹, S = 1 and n = 3 × 10¹⁴ cm⁻². With kT = 0.03878 eV,

w = 0.50/0.03878 = 12.89.

The kinetic prefactor is K_s = 1.338 × 10⁻⁷ Torr⁻¹, and the ends of the band have

K0 = K_s exp(0.6/0.03878) = 0.701 Torr⁻¹,
K1 = K_s exp(1.1/0.03878) = 2.79 × 10⁵ Torr⁻¹.

The weakest sites are half full at 1/K0 = 1.43 Torr and the strongest at 1/K1 = 3.58 × 10⁻⁶ Torr. The line rises by 1/w = 0.0776 per unit of ln p, or 0.179 per decade of pressure.

Pressure (Torr): exact coverage; line
10⁻⁶: 0.019; −0.099
10⁻⁵: 0.103; 0.080
10⁻⁴: 0.261; 0.258
10⁻²: 0.615; 0.615
10⁻¹: 0.789; 0.794
1: 0.931; 0.973
10: 0.990; 1.151

The entry at 0.1 Torr shows how (4) works. There K0p = 0.0701, the second term is negligible, and the error is ln(1.0701)/12.89 = 0.005. For an absolute coverage error of at most δ = 0.01, exp(wδ) − 1 = 0.138, and (5) allows pressures from 2.6 × 10⁻⁵ to 0.20 Torr.

1.6 The slope

A fit to a line uses the slope, which is more sensitive to curvature than the coverage is. Differentiating (1) with respect to ln p, which means applying p d/dp, gives

dΘ/d ln p = (1/w) [K1p/(1 + K1p) − K0p/(1 + K0p)].      (6)

The bracket is the occupation of the strongest sites minus that of the weakest. The slope equals 1/w to the extent that the former are full and the latter empty.

A symmetric form follows from measuring pressure from the midpoint p_m = 1/√(K0K1), with x = ln(p/p_m). Then K1p = exp(a) and K0p = exp(b), where a = x + w/2 and b = x − w/2. Over a common denominator the bracket in (6) is

[exp(a) − exp(b)]/{[1 + exp(a)][1 + exp(b)]}.

The numerator is 2 exp(x) sinh(w/2). The denominator, multiplied out with a + b = 2x, is

1 + exp(2x) + 2 exp(x) cosh(w/2) = 2 exp(x) [cosh x + cosh(w/2)].

The common factor cancels, leaving

dΘ/d ln p = (1/w) sinh(w/2)/[cosh x + cosh(w/2)].      (7)

The slope is even in x and largest at x = 0. At that point (1) gives

Θ = (1/w) ln{[1 + exp(w/2)]/[1 + exp(−w/2)]} = 1/2,

since the ratio equals exp(w/2). The isotherm is therefore antisymmetric about half coverage. Its central slope is

(1/w) sinh(w/2)/[1 + cosh(w/2)] = tanh(w/4)/w.      (8)

For w ≪ 1 this tends to 1/4, the central slope of a single Langmuir site. For w ≫ 1 it tends to 1/w. In the example the central slope is 0.997 of 1/w.

1.7 The window for a fit

Suppose the slope may fall below 1/w by at most a fraction ε of 1/w. From (7) this requires

sinh(w/2) ≥ (1 − ε) [cosh x + cosh(w/2)].

Moving the term in cosh(w/2) to the left, and using cosh(w/2) − sinh(w/2) = exp(−w/2), gives

cosh x ≤ [ε cosh(w/2) − exp(−w/2)]/(1 − ε).      (9)

A window exists if the slope at its largest, (8), meets the tolerance:

tanh(w/4) ≥ 1 − ε,   or   w ≥ 4 artanh(1 − ε).      (10)

For ε = 0.05 the smallest w is 7.33. At 450 K this means an energy spread of at least 0.284 eV. At that smallest value the window is a single point, so a useful one needs a broader band.

When the half-width x_ε from (9) and w/2 are both well above one, each hyperbolic cosine is close to half an exponential and exp(−w/2) can be dropped. Then

x_ε ≈ w/2 − ln[(1 − ε)/ε].

The full interval between 1/K1 and 1/K0 has half-width w/2, and the logarithm is the part lost at each end. In the example the estimate is 6.447 − 2.944 = 3.503, and (9) gives 3.502. Around p_m = 2.26 × 10⁻³ Torr the window runs from 6.8 × 10⁻⁵ to 7.5 × 10⁻² Torr. It spans 3.0 decades, compared with 5.6 decades between 1/K1 and 1/K0, and covers coverages from 0.23 to 0.77.

The slope criterion is stricter here than a coverage criterion of 0.01. At the upper edge K0p = 0.0526, and the line errs by ln(1.0526)/12.89 = 0.004 in coverage although its slope is about 5 % too steep. A transport model that needs Θ alone can use (5). A fit that extracts Δ from the slope should use (9).

PART 2. MEANING, TEMPERATURE, AND DEPARTURES FROM THE MODEL

2.1 Symbols and results carried over

Sites with adsorption energies E spread uniformly from E0 to E1 have Langmuir constants K = K_s exp(E/kT). The band width is Δ = E1 − E0, and w = Δ/kT. K0 and K1 belong to the weakest and strongest sites. A site fills at the rate r_a when empty and empties at the rate r_d = ν exp(−E/kT) when full; r_a is proportional to pressure, and Kp = r_a/r_d. The mean coverage is

Θ = (1/w) ln[(1 + K1p)/(1 + K0p)],

and for 1/K1 ≪ p ≪ 1/K0 it follows the line Θ_T = (1/w) ln(K1p). The central slope dΘ/d ln p is tanh(w/4)/w, reached at p_m = 1/√(K0K1). The example has T = 450 K, kT = 0.03878 eV, a band from 0.6 to 1.1 eV, w = 12.89 and K1 = 2.79 × 10⁵ Torr⁻¹. Its window for a 5 % loss of slope ends at 0.075 Torr.

2.2 Why the logarithm appears

At a given pressure, let E* be the energy of a site that is half full. Setting K(E*)p = 1 gives

E* = −kT ln(K_s p).

For any other site Kp = exp[(E − E*)/kT], and therefore

θ(E) = 1/{1 + exp[−(E − E*)/kT]}.

Sites bound well above E* are full and sites well below it are empty. If the transition is replaced by a sharp step, the coverage is the fraction of the band above E*:

(E1 − E*)/Δ = [E1 + kT ln(K_s p)]/Δ = (kT/Δ) ln(K1p).

This is the Temkin line. Raising the pressure by a factor e lowers the threshold by kT and fills a further fraction kT/Δ of the sites. The logarithm comes from the exponential dependence of K on energy, and the constant slope from the uniform density of sites.

The transition is not sharp. The occupation is 0.9 where (E − E*)/kT = ln 9 and 0.1 where it is −ln 9, so the zone between them has the width

2 ln 9 × kT = 4.39 × 0.03878 eV = 0.170 eV,

about a third of the band. The step still works because θ(E) is antisymmetric about the point θ = 1/2 at E*. The vacancies above E* are balanced by the occupied sites below it, provided both tails lie inside the band. At 0.01 Torr the threshold is 0.792 eV and the step gives (1.1 − 0.7923)/0.5 = 0.615, in agreement with the full average to three digits.

The same picture covers other distributions. Differentiating θ = Kp/(1 + Kp) gives

dθ/d ln p = Kp/(1 + Kp)² = θ(1 − θ).

For a normalised density of sites g(E) the slope of the isotherm is therefore

dΘ/d ln p = ∫ g(E) θ(1 − θ) dE.      (11)

Because dθ/dE = θ(1 − θ)/kT, the weight θ(1 − θ) has the area kT when integrated over all energies. If g varies little across the switching zone, the slope is close to kT g(E*). A straight isotherm then requires a flat g over the energies that the threshold crosses.

2.3 Heat of adsorption and sensitivity to temperature

The isosteric heat q describes how the pressure must change with temperature to hold the coverage fixed:

q = kT² (∂ ln p/∂T)_Θ.

On the line,

ln p = ΘΔ/(kT) − E1/(kT) − ln K_s.

With S and ν constant, K_s varies as T^(−1/2), so −ln K_s contributes +1/(2T) to the temperature derivative. The first two terms vary as 1/T and change sign on differentiation. Multiplication by kT² gives

q = E1 − ΘΔ + kT/2.      (12)

The heat falls linearly with coverage because the strong sites fill first. At Θ = 0.5 the example gives 1.1 − 0.25 + 0.019 = 0.869 eV.

For a uniform band of adsorption energies, the exact isotherm, the pressure range in which the Temkin line represents it, and the linear fall of the heat of adsorption along that line are now established. What remains is the correction to that heat, the change of coverage with temperature, the conditions for equilibrium, the effects of repulsion and other departures from the model, and the extraction of parameters from data.

All numerical values are calculated from the stated model.
